**s-wave KKR band of a simple cubic lattice of square wells**

For wells of depth $V_0$ and radius $s$ on a lattice with constant $a$, the program solves the s-wave KKR equation at $E=-\kappa^2$ and compares it with the band $E_0-2t\sum_j\cos k_ja$, where $t=C^2e^{-\kappa_0a}/a$. Here $E_0=-\kappa_0^2$ is the level of one isolated well, $C$ is the amplitude of its normalized radial tail, and $\hbar^2/2m=1$. The program asserts the closed form of $C^2$, the slope of the well function and the spherical average of a distant wave against quadrature or finite differences. It also asserts that the KKR energies at five k points agree with an independent plane-wave solution of the same s-projected wells; the largest difference printed is about $10^{-7}$ Ry. A scan from $a=6$ to 12 bohr asserts the approach to the cosine shape and to the decay rate $\kappa_0$. The largest deviation from the cosine band falls from 9.0% to 1.2% of $6t$. A last comparison with full wells, which scatter all partial waves, asserts that the energy shift missed by the s-wave model at one k point scales roughly as $t^2$.

## Check in Python

```python
"""
Result under test: for a simple cubic lattice of square wells that scatter only
s waves, the negative-energy KKR equation F(kappa) = S(kappa, k) gives, for
kappa0*a >> 1, the band
    E(k) = E0 - 2 t (cos kx a + cos ky a + cos kz a),
    t = C^2 exp(-kappa0 a) / a.
Units: hbar^2/2m = 1, energies in Ry, lengths in bohr; E = -kappa^2.
V0, s : depth and radius of a well;  a : lattice constant
E0 = -kappa0^2 : s level of one isolated well
C : tail amplitude, normalized radial function u -> C exp(-kappa0 r)
S : lattice sum of exp(i k.R) exp(-kappa R)/R over R != 0
k points are given as integers f4, with k = (2 pi/a) f4/4.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq

V0, s, a_main = 5.0, 1.0, 6.0
RY_EV = physical_constants["Rydberg constant times hc in eV"][0]
POINTS = {"Gamma": (0, 0, 0), "X": (2, 0, 0), "M": (2, 2, 0),
          "R": (2, 2, 2), "P": (1, 1, 1)}


def log_derivative(kappa):
    q = np.sqrt(V0 - kappa**2)
    return q / np.tan(q * s)


def well_function(kappa):
    L = log_derivative(kappa)
    return (np.exp(-kappa * s) * (kappa + L)
            / (np.cosh(kappa * s) - L * np.sinh(kappa * s) / kappa))


n = np.arange(-8, 9)
SITES = np.array(np.meshgrid(n, n, n, indexing="ij")).reshape(3, -1).T
SITES = SITES[np.any(SITES != 0, axis=1)]
DIST = np.sqrt((SITES**2).sum(axis=1))


def lattice_sum(kappa, f4, a):
    phase = np.cos(0.5 * np.pi * (SITES @ np.array(f4)))
    return np.sum(phase * np.exp(-kappa * a * DIST) / (a * DIST))


kappa0 = brentq(lambda x: x + log_derivative(x), 0.7, 1.3, xtol=1e-14)
E0 = -kappa0**2
q0 = np.sqrt(V0 - kappa0**2)


def kkr_energy(f4, a):
    root = brentq(lambda x: well_function(x) - lattice_sum(x, f4, a),
                  0.8 * kappa0, 1.2 * kappa0, xtol=1e-15, rtol=1e-14)
    return -root**2


# Tail amplitude: closed form against direct normalization by quadrature.
C2 = (np.exp(2 * kappa0 * s) * 2 * kappa0 / (1 + kappa0 * s)
      * q0**2 / (q0**2 + kappa0**2))
inner = quad(lambda r: (np.sin(q0 * r) / np.sin(q0 * s))**2, 0, s)[0]
outer = quad(lambda r: np.exp(-2 * kappa0 * (r - s)), s, np.inf)[0]
C2_quad = np.exp(2 * kappa0 * s) / (inner + outer)
assert abs(C2 / C2_quad - 1) < 1e-7

# Slope of the well function, by finite difference, against the tail amplitude.
h = 1e-4
slope = (well_function(kappa0 + h) - well_function(kappa0 - h)) / (2 * h)
assert abs(slope * C2_quad / (2 * kappa0) - 1) < 1e-5

# Spherical average of a distant decaying wave.
r_test = 0.8


def distant_wave(c):
    d = np.sqrt(r_test**2 + a_main**2 - 2 * r_test * a_main * c)
    return 0.5 * np.exp(-kappa0 * d) / d


average = quad(distant_wave, -1, 1, epsabs=1e-14)[0]
average_formula = (np.exp(-kappa0 * a_main) / a_main
                   * np.sinh(kappa0 * r_test) / (kappa0 * r_test))
assert abs(average / average_formula - 1) < 1e-8

# Plane-wave solution of the s-projected wells, with no KKR input.
# The s projection couples only symmetric sums over shells of equal |k+G|.
x_gl, w_gl = np.polynomial.legendre.leggauss(100)
r_gl, w_gl = 0.5 * s * (x_gl + 1), 0.5 * s * w_gl


def s_projected_energy(f4, a, cutoff):
    """Lowest level; plane waves with |k+G| <= cutoff * 2 pi/a."""
    m = np.arange(-int(cutoff) - 2, int(cutoff) + 3)
    sq = [(4 * m + f)**2 for f in f4]
    total = (sq[0][:, None, None] + sq[1][None, :, None]
             + sq[2][None, None, :]).ravel()
    counts = np.bincount(total[total <= (4 * cutoff)**2])
    shell = np.nonzero(counts)[0]
    K = 2 * np.pi / a * np.sqrt(shell) / 4
    waves = np.sinc(np.outer(K, r_gl) / np.pi) * np.sqrt(w_gl) * r_gl
    strength = 4 * np.pi * V0 / a**3 * counts[shell]

    def condition(E):
        B = waves.T @ (waves * (strength / (K**2 - E))[:, None])
        return np.linalg.eigvalsh(B)[-1] - 1

    return brentq(condition, -1.8, -0.4, xtol=1e-12)


def extrapolated_energy(f4, a):
    """The jump at the well edge leaves an error ~ cutoff^-3; remove it."""
    return (8 * s_projected_energy(f4, a, 60)
            - s_projected_energy(f4, a, 30)) / 7


def hopping(a):
    return C2 * np.exp(-kappa0 * a) / a


def cosine_energy(f4, a):
    return E0 - 2 * hopping(a) * np.cos(0.5 * np.pi * np.array(f4)).sum()


def linear_energy(f4, a):
    return E0 - C2 * lattice_sum(kappa0, f4, a)


t = hopping(a_main)
print(f"well depth V0 = {V0:.1f} Ry, radius s = {s:.1f} bohr")
print(f"lattice constant a = {a_main:.1f} bohr")
print(f"kappa0 = {kappa0:.5f} 1/bohr, q0 = {q0:.5f} 1/bohr")
print(f"kappa0*a = {kappa0 * a_main:.4f} (no unit)")
print(f"isolated level E0 = {E0:.6f} Ry = {E0 * RY_EV:.3f} eV")
print(f"C^2 closed form = {C2:.5f}, quadrature = {C2_quad:.5f} 1/bohr")
print(f"zero-range value 2 kappa0 = {2 * kappa0:.5f} 1/bohr")
print(f"slope F'(kappa0) = {slope:.5f}, 2 kappa0/C^2 = {2*kappa0/C2:.5f}")
print(f"exp(-kappa0 a)/a = {np.exp(-kappa0 * a_main) / a_main:.4e} 1/bohr")
print(f"hopping t = {t:.6f} Ry = {t * RY_EV * 1000:.2f} meV")
print(f"cosine bandwidth 12t = {12 * t:.6f} Ry = {12 * t * RY_EV:.4f} eV")
weight2 = np.exp(-(np.sqrt(2) - 1) * kappa0 * a_main) / np.sqrt(2)
print(f"second/first neighbour hopping = {weight2:.4f} (no unit)")

print("energies in Ry: point, KKR, plane waves, linear all-nbr, cosine")
worst = 0.0
band = {}
for name, f4 in POINTS.items():
    band[name] = kkr_energy(f4, a_main)
    reference = extrapolated_energy(f4, a_main)
    worst = max(worst, abs(band[name] - reference))
    print(f"  {name:5s} {band[name]:.6f} {reference:.6f} "
          f"{linear_energy(f4, a_main):.6f} {cosine_energy(f4, a_main):.6f}")
print(f"largest |KKR - plane waves| = {worst:.1e} Ry")
assert worst < 5e-6  # remaining plane-wave extrapolation error
width = band["R"] - band["Gamma"]
print(f"KKR bandwidth R-Gamma = {width:.6f} Ry = {width * RY_EV:.4f} eV")

# Approach to the cosine law as the lattice is expanded.
print("scan: a (bohr), t_KKR=(E_R-E_Gamma)/12 (Ry), t formula (Ry),")
print("  ratio, largest |KKR-cosine|/6t, largest |KKR-linear|/6t")
scan = []
for a in (6.0, 8.0, 10.0, 12.0):
    energies = {p: kkr_energy(f4, a) for p, f4 in POINTS.items()}
    t_kkr = (energies["R"] - energies["Gamma"]) / 12
    dev_cos = max(abs(energies[p] - cosine_energy(f4, a))
                  for p, f4 in POINTS.items()) / (6 * hopping(a))
    dev_lin = max(abs(energies[p] - linear_energy(f4, a))
                  for p, f4 in POINTS.items()) / (6 * hopping(a))
    scan.append((a, t_kkr, t_kkr / hopping(a), dev_cos, dev_lin))
    print(f"  {a:4.1f} {t_kkr:.5e} {hopping(a):.5e} "
          f"{t_kkr / hopping(a):.5f} {dev_cos:.5f} {dev_lin:.5f}")
scan = np.array(scan)
assert abs(scan[-1, 2] - 1) < 1e-3
assert np.all(np.diff(scan[:, 3]) < 0) and scan[-1, 3] < 0.02
assert np.all(np.diff(scan[:, 4]) < 0) and scan[-1, 4] < 1e-3
decay = -np.log(scan[3, 1] * scan[3, 0] / (scan[2, 1] * scan[2, 0])) / 2
print(f"decay rate of a*t_KKR, a=10 to 12: {decay:.5f} 1/bohr")
assert abs(decay - kappa0) < 1e-3


# Full wells, all partial waves, at P where neighbours drive p waves.
def full_well_energy_at_P(a, cutoff):
    """Plane waves symmetrized over permutations of the three axes."""
    m = np.arange(-int(cutoff) - 2, int(cutoff) + 3)
    G = np.array(np.meshgrid(m, m, m, indexing="ij")).reshape(3, -1).T
    G = G[((4 * G + 1)**2).sum(axis=1) <= (4 * cutoff)**2]
    reps, member, size = np.unique(np.sort(G, axis=1), axis=0,
                                   return_inverse=True, return_counts=True)
    G = G[np.argsort(member.ravel(), kind="stable")]
    starts = np.concatenate(([0], np.cumsum(size)[:-1]))
    unit = 2 * np.pi / a
    g = unit * np.sqrt(np.arange(1, int(4 * (cutoff + 2)**2) + 1))
    table = np.concatenate(([s**3 / 3],
                            (np.sin(g * s) - g * s * np.cos(g * s)) / g**3))
    table *= -4 * np.pi * V0 / a**3
    H = np.empty((len(reps), len(reps)))
    for i, rep in enumerate(reps):
        d2 = ((G - rep)**2).sum(axis=1)
        H[i] = np.add.reduceat(table[d2], starts) * np.sqrt(size[i] / size)
    H[np.diag_indices(len(reps))] += unit**2 * ((reps + 0.25)**2).sum(axis=1)
    return eigh(H, eigvals_only=True, subset_by_index=[0, 0])[0]


print("cost of s-only at P, equal plane-wave cutoff: a, shift, shift/t")
scaled = []
for a in (4.0, 6.0):
    cutoff = 7 * a / 3
    shift = (full_well_energy_at_P(a, cutoff)
             - s_projected_energy(POINTS["P"], a, cutoff))
    scaled.append(shift / hopping(a)**2)
    print(f"  {a:.1f} bohr {shift:.2e} Ry {shift / hopping(a):.4f}")
    assert shift < 0 and abs(shift) < 0.15 * hopping(a)
print(f"shift/t^2 at a=4 and 6: {scaled[0]:.2f}, {scaled[1]:.2f} 1/Ry")
# Second order in t: the scaled shifts agree up to a slowly varying factor,
# whereas a first-order shift would make them differ about tenfold.
assert 0.5 < scaled[0] / scaled[1] < 2.0

print("done: every assertion held")
```

Printed output:

```
well depth V0 = 5.0 Ry, radius s = 1.0 bohr
lattice constant a = 6.0 bohr
kappa0 = 0.96510 1/bohr, q0 = 2.01707 1/bohr
kappa0*a = 5.7906 (no unit)
isolated level E0 = -0.931426 Ry = -12.673 eV
C^2 closed form = 5.50769, quadrature = 5.50769 1/bohr
zero-range value 2 kappa0 = 1.93021 1/bohr
slope F'(kappa0) = 0.35046, 2 kappa0/C^2 = 0.35046
exp(-kappa0 a)/a = 5.0935e-04 1/bohr
hopping t = 0.002805 Ry = 38.17 meV
cosine bandwidth 12t = 0.033664 Ry = 0.4580 eV
second/first neighbour hopping = 0.0642 (no unit)
energies in Ry: point, KKR, plane waves, linear all-nbr, cosine
  Gamma -0.949769 -0.949769 -0.950664 -0.948258
  X     -0.936113 -0.936113 -0.936161 -0.937037
  M     -0.925201 -0.925201 -0.925298 -0.925815
  R     -0.916049 -0.916049 -0.916578 -0.914594
  P     -0.931401 -0.931401 -0.931401 -0.931426
largest |KKR - plane waves| = 9.6e-08 Ry
KKR bandwidth R-Gamma = 0.033721 Ry = 0.4588 eV
scan: a (bohr), t_KKR=(E_R-E_Gamma)/12 (Ry), t formula (Ry),
  ratio, largest |KKR-cosine|/6t, largest |KKR-linear|/6t
   6.0 2.81005e-03 2.80532e-03 1.00169 0.08978 0.05313
   8.0 3.05928e-04 3.05326e-04 1.00197 0.05355 0.00728
  10.0 3.54683e-05 3.54467e-05 1.00061 0.02565 0.00102
  12.0 4.28730e-06 4.28662e-06 1.00016 0.01169 0.00015
decay rate of a*t_KKR, a=10 to 12: 0.96533 1/bohr
cost of s-only at P, equal plane-wave cutoff: a, shift, shift/t
  4.0 bohr -1.74e-03 Ry -0.0601
  6.0 bohr -1.41e-05 Ry -0.0050
shift/t^2 at a=4 and 6: -2.07, -1.79 1/Ry
done: every assertion held
```
